# Exchange energy of an electron gas shared among identical valleys, part 1

(Sections cited here and not found follow in the second part.)

## I. The cube-root law and its proof

A self-consistent calculation of a heavily doped contact or of a thick channel can include a local exchange energy, a function of the electron density at each point. In a semiconductor with several conduction-band valleys one must decide which density to insert: the total density $n$, or the density $n/g$ held by one of the $g$ valleys. For six equally filled valleys, the first choice gives an exchange energy whose magnitude is larger than that of the second by a factor of $6^{1/3}\simeq1.82$. The theorem below shows that the second choice is correct for exchange, and under which assumptions.

### Assumptions and conventions

Gaussian units are used. The free-electron mass is $m$, the elementary charge is $e$, and energies are negative when they bind.

1. The gas is three-dimensional and uniform. It has $N$ electrons in a periodic box of volume $\Omega=L^3$, with $n=N/\Omega$ fixed as $L\to\infty$. A uniform positive background neutralizes it.
2. The conduction band has $g$ identical valleys, centred at wavevectors $\mathbf K_v$. In each one the band energy depends on the length $k$ of the wavevector measured from $\mathbf K_v$, and increases with it.
3. The temperature is zero. All valleys and both spins are equally occupied.
4. Electrons interact through $V(r)=e^2/(\kappa r)$, with a constant dielectric constant $\kappa$.
5. Exchange between different valleys is neglected.

The exchange energy is the first-order quantity, evaluated in the Slater determinant of the filled Fermi spheres. It is one part of the interaction energy; correlation is what this determinant leaves out.

**Theorem.** Under these assumptions the exchange energy per electron is

$$\varepsilon_x(n,g)=-\frac{3e^2}{4\pi\kappa}\left(\frac{3\pi^2n}{g}\right)^{1/3}=g^{-1/3}\,\varepsilon_x(n,1).\tag{1}$$

The proof has four parts: the energy of a determinant, the size of the Fermi spheres, a scaling argument that gives the power of $g$, and an integral that gives the coefficient.

### Lemma 1: exchange as a sum over pairs

*For a determinant of orthonormal orbitals $\phi_a$, with spin included,*

$$\langle V\rangle=\frac12\sum_{a\ne b}\big[\langle ab|V|ab\rangle-\langle ab|V|ba\rangle\big].$$

*Proof.* Write $\Psi=(N!)^{-1/2}\sum_P\mathrm{sgn}(P)\prod_i\phi_{P(i)}(i)$ and take the interaction of electrons 1 and 2. Two permutations $P,P'$ contribute to its expectation value when the orbitals of electrons $3,\dots,N$ agree, because different orbitals are orthogonal. Then $P'$ either equals $P$ or differs from it by exchanging the first two orbitals, which brings a minus sign. Each ordered choice $a=P(1)$, $b=P(2)$ occurs $(N-2)!$ times. Division by $N!$ leaves $1/[N(N-1)]$, and there are $N(N-1)/2$ equivalent electron pairs. Their product is the factor $1/2$. $\square$

The second term is exchange. The interaction does not act on spin, so this term vanishes for opposite spins. The uniform part of the first term is cancelled by the background.

Inside one valley the orbitals are

$$\psi_{\mathbf k}(\mathbf r)=\Omega^{-1/2}e^{i(\mathbf K_v+\mathbf k)\cdot\mathbf r}u_v(\mathbf r).$$

Here $u_v$ has the period of the lattice, its squared modulus averages to one, and its change over the small Fermi sphere is neglected. The product $\psi_{\mathbf k}^*\psi_{\mathbf k'}$ then has the slowly varying part $\Omega^{-1}e^{-i(\mathbf k-\mathbf k')\cdot\mathbf r}$. The other harmonics of $|u_v|^2$ involve the interaction at reciprocal-lattice wavevectors, where it is weak, and are dropped.

The Fourier transform of $V$ follows from $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$. Transforming both sides gives $q^2v_q=4\pi e^2/\kappa$, hence

$$v_q=\frac{4\pi e^2}{\kappa q^2}.$$

The exchange integral of two equal-spin states in one valley is therefore $v_{|\mathbf k-\mathbf k'|}/\Omega$. The excluded term $\mathbf k=\mathbf k'$ does no harm in the limit. It corresponds to a cell of width $2\pi/L$ in wavevector space, and since $d^3q/q^2$ is integrable at $q=0$, that cell contributes an energy of order $e^2/(\kappa L)$ per electron, which vanishes.

### Lemma 2: the Fermi wavevector of one valley

*With $2g$ equally occupied combinations of valley and spin, $k_F=(3\pi^2n/g)^{1/3}$.*

*Proof.* Each combination has density $n_1=n/(2g)$. The box has $\Omega/(2\pi)^3$ allowed wavevectors per unit volume of wavevector space, so

$$n_1=\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{6\pi^2}.$$

Solving $k_F^3=6\pi^2n/(2g)$ gives the result. $\square$

### Lemma 3: the power of the valley number

*The exchange energy per electron is $-C\,e^2k_F/\kappa$, where $C$ is a finite positive number independent of $n$ and $g$.*

*Proof.* Under assumption 5 the pair sum splits into $2g$ equal parts. Replacing wavevector sums by integrals,

$$\frac{E_x}{\Omega}=-\frac12(2g)I,\qquad I=\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\int_{k'<k_F}\!\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi e^2}{\kappa|\mathbf k-\mathbf k'|^2}.$$

Dividing by $n=2gn_1$ gives

$$\varepsilon_x=-\frac{I}{2n_1}.\tag{2}$$

Now set $\mathbf k=k_F\mathbf x$ and $\mathbf k'=k_F\mathbf x'$. The two volume elements supply $k_F^6$ and the interaction supplies $k_F^{-2}$, so $I$ is proportional to $k_F^4$. The density $n_1$ is proportional to $k_F^3$. Their quotient is proportional to $k_F$, and what remains is an integral over two unit balls.

That integral is finite. For fixed $\mathbf x$, use polar coordinates centred on $\mathbf x$. The factor $q^2$ in the volume element cancels $1/q^2$, and what is left is the distance to the surface integrated over directions. No distance inside a unit ball exceeds 2, so the result is at most $8\pi$. $\square$

Lemmas 2 and 3 already establish the inverse cube root, before the coefficient is known.

### Lemma 4: the coefficient

*The number in Lemma 3 is $C=3/(4\pi)$.*

*Proof.* Define the exchange shift of an occupied state by

$$\Sigma_x(k)=-\int_{k'<k_F}\!\frac{d^3k'}{(2\pi)^3}\,\frac{4\pi e^2}{\kappa|\mathbf k-\mathbf k'|^2}.$$

Let $x=k/k_F<1$. From $\mathbf k$, travel a distance $k_F\ell$ in a direction that makes an angle with cosine $\mu$ to $\mathbf k$. The surface is reached when $x^2+2x\mu\ell+\ell^2=1$, whose positive root is

$$\ell=-x\mu+\sqrt{1-x^2+x^2\mu^2}.$$

The angle around $\mathbf k$ gives $2\pi$. The prefactor is thus $4\pi\cdot2\pi/(2\pi)^3=1/\pi$. The term $-x\mu$ is odd and integrates to zero, and the even square root gives twice its integral from 0 to 1:

$$\Sigma_x(k)=-\frac{2e^2k_F}{\pi\kappa}F(x),\qquad F(x)=\int_0^1\!\sqrt{1-x^2+x^2\mu^2}\,d\mu.\tag{3}$$

Put $S=\sqrt{1-x^2+x^2\mu^2}$. An antiderivative of $S$ with respect to $\mu$ is

$$\frac{\mu S}{2}+\frac{1-x^2}{2x}\,\mathrm{arsinh}\frac{x\mu}{\sqrt{1-x^2}}.$$

Its derivative is $S/2+x^2\mu^2/(2S)+(1-x^2)/(2S)$. The last two terms add to $S^2/(2S)=S/2$, so the sum is $S$. At $\mu=1$, $S=1$, and the inverse hyperbolic sine is $\ln[(1+x)/\sqrt{1-x^2}]=\frac12\ln[(1+x)/(1-x)]$. At $\mu=0$ both terms vanish. Therefore

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}.$$

The average over the occupied sphere carries the weight $3x^2dx$. The first term of $F$ gives $\int_0^1x^2/2\,dx=1/6$. For the second, let $\Lambda=\ln[(1+x)/(1-x)]$, with $\Lambda'=2/(1-x^2)$, and integrate by parts using $x(1-x^2)=-\frac14\frac{d}{dx}(1-x^2)^2$:

$$\frac14\int_0^1x(1-x^2)\Lambda\,dx=\frac1{16}\int_0^1(1-x^2)^2\frac{2}{1-x^2}\,dx=\frac18\cdot\frac23=\frac1{12}.$$

The boundary term vanishes at $x=0$ because $\Lambda=0$ there, and at $x=1$ because $(1-x^2)^2$ outweighs the logarithm. Hence

$$3\int_0^1x^2F\,dx=3\left(\frac16+\frac1{12}\right)=\frac34.$$

By definition $I=-n_1\langle\Sigma_x\rangle$, so equation (2) reads $\varepsilon_x=\frac12\langle\Sigma_x\rangle$. The half prevents each pair from being counted twice. The result is

$$\varepsilon_x=\frac12\left(-\frac{2e^2k_F}{\pi\kappa}\right)\frac34=-\frac{3e^2k_F}{4\pi\kappa}.\qquad\square$$

*Proof of the theorem.* Insert $k_F$ from Lemma 2 into Lemma 4. $\square$

### What the valleys do to the exchange hole

Let $\rho_1(r)$ be the integral of $e^{i\mathbf k\cdot\mathbf r}/(2\pi)^3$ over one Fermi sphere. In real space the exchange energy comes from a depletion of density $|\rho_1(r)|^2/n_1$ around each electron. At $r=0$ its depth is $n_1$, since $\rho_1(0)=n_1$. Its total content is one electron, because Parseval's theorem gives $\int|\rho_1|^2d^3r=n_1$.

With more valleys, fewer electrons share the valley and spin of a given electron. The hole becomes shallower, and it must widen to keep its content. Its radius scales as $n_1^{-1/3}$, and the energy gained by removing one charge from that distance scales as $e^2n_1^{1/3}/\kappa$. This is the cube root in physical form.

The kinetic energy per electron, for parabolic valleys, is proportional to $k_F^2$ and so falls as $g^{-2/3}$. At fixed density and mass, exchange therefore gains on kinetic energy by $g^{1/3}$, although its own magnitude falls.

### Corollaries for a calculation

**Exchange potential.** At fixed $g$, $n\varepsilon_x$ is proportional to $n^{4/3}$. The local potential is therefore

$$\frac{d(n\varepsilon_x)}{dn}=\frac43\varepsilon_x=-\frac{e^2k_F}{\pi\kappa}.$$

This equals $\Sigma_x(k_F)$, since $F(1)=1/2$. At the band edge, $F(0)=1$ gives $\Sigma_x(0)=\frac83\varepsilon_x$. Both shifts inherit the factor $g^{-1/3}$.

**Unequal filling.** Let valley $v$ hold a fraction $f_v$ of the electrons, with $\sum_vf_v=1$. Its electrons have exchange energy $f_v^{1/3}\varepsilon_x(n,1)$ each. Averaging over all electrons gives

$$\frac{\varepsilon_x}{\varepsilon_x(n,1)}=\sum_vf_v^{4/3},\qquad g^{-1/3}\le\sum_vf_v^{4/3}\le1.$$

The lower bound follows from the convexity of $f^{4/3}$: its mean is at least the value at the mean fraction $1/g$. The upper bound holds because $f_v^{4/3}\le f_v$. Equal sharing thus gives the largest reduction.

### Numbers for heavily doped silicon

Take $n=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$ and $\kappa=11.7$, so that $e^2/\kappa=0.1231$ eV nm. For $g=1$,

$$k_F=(3\pi^2\times0.1)^{1/3}=1.436\ \mathrm{nm^{-1}},$$

$$\varepsilon_x=-\frac{3}{4\pi}(0.1231)(1.436)\ \mathrm{eV}=-42.2\ \mathrm{meV}.$$

The other rows follow at the same density.

| $g$ | $k_F$ (nm$^{-1}$) | $\varepsilon_x$ (meV) | ratio to $g=1$ |
|---|---|---|---|
| 1 | 1.436 | −42.2 | 1 |
| 2 | 1.140 | −33.5 | 0.794 |
| 4 | 0.905 | −26.6 | 0.630 |
| 6 | 0.790 | −23.2 | 0.550 |

The value for six valleys is $-3.72\times10^{-21}$ J. The corresponding band-edge exchange shift is $-61.9$ meV. It is a bare exchange shift, not a prediction of the measured narrowing of the gap.

The law was also tested by summing over occupied plane waves in a finite box, without the integrals above. The excluded term $\mathbf k=\mathbf k'$ was replaced by a finite-size correction: for each electron, half its potential energy in the field of its own periodic images and their neutralizing background. In a box of this size the correction is not negligible. One sphere held 7441 electrons per spin; eight separated spheres held 7400 together. Counting intravalley pairs, the ratio of exchange energies per electron was 0.5017, against $8^{-1/3}=0.5$. The slight density mismatch alone would lower the ratio to 0.4991. The excess comes from the residual finite-size error, which is larger for the small spheres (about 0.65%) than for the single large one (about 0.13%).

## II. Corrections and limits of the law

The symbols from the first half are these. A density $n$ is shared by $g$ valleys; $n_1=n/(2g)$ is the density per valley and spin, and $k_F=(3\pi^2n/g)^{1/3}$. The interaction is $e^2/(\kappa r)$, with transform $v_q=4\pi e^2/(\kappa q^2)$. The exchange energy per electron is half the average exchange shift:

$$\varepsilon_x=-\frac{1}{2n_1}\int\!\frac{d^3k\,d^3k'}{(2\pi)^6}\,v_{|\mathbf k-\mathbf k'|}=-\frac{3e^2k_F}{4\pi\kappa}\propto g^{-1/3},\tag{4}$$

with both wavevectors inside one Fermi sphere. For silicon at $n=10^{20}\ \mathrm{cm^{-3}}$ it is $-42.2$ meV for one valley and $-23.2$ meV for six. Each proposition below relaxes one assumption. Where a mass is needed, $m_*$ denotes the isotropic valley mass.

### Proposition 1: exchange between valleys

*If the valley separations $Q$ are much larger than $k_F$, and the Bloch overlaps are set to one, intervalley exchange adds*

$$\varepsilon_{\rm inter}\simeq-2\pi e^2n_1\sum_{v'\ne v}\frac{1}{\kappa_QQ_{vv'}^2},$$

*where $\kappa_Q$ is the dielectric constant at wavevector $Q$.*

*Proof.* An electron has an equal-spin density $n_1$ in each other valley. The exchange integral with each of these electrons is nearly constant, $4\pi e^2/(\kappa_QQ^2\Omega)$. Multiplication by the pair factor $-1/2$ gives the result.

To find the next term, replace $\mathbf Q$ by $\mathbf Q+\mathbf p$, where $\mathbf p$ is the difference of two wavevectors inside the spheres. Expanding $1/|\mathbf Q+\mathbf p|^2$ to second order and averaging over the directions of $\mathbf p$ gives

$$\frac1{Q^2}\left[1-\frac{\langle p^2\rangle}{Q^2}+\frac{4\langle p^2\rangle}{3Q^2}\right]=\frac1{Q^2}\left[1+\frac{\langle p^2\rangle}{3Q^2}\right].$$

The mean square wavevector in one sphere is $3k_F^2/5$, so $\langle p^2\rangle=6k_F^2/5$. The relative correction is $2k_F^2/(5Q^2)$, which is small. $\square$

Intervalley exchange opposes the reduction, because it is absent for one valley. For silicon, place the valleys at 0.85 of $2\pi/a$ along the cubic axes, with $a=0.543$ nm. An electron then sees four valleys at $13.91\ \mathrm{nm^{-1}}$ and one at $19.67\ \mathrm{nm^{-1}}$. Without dielectric screening at these wavevectors,

$$\varepsilon_{\rm inter}=-2\pi(1.440)\frac{0.1}{12}\left[\frac4{13.91^2}+\frac1{19.67^2}\right]\mathrm{eV}=-1.75\ \mathrm{meV}.$$

This is about 8% of the intravalley value. It is an order of magnitude and not a bound: real Bloch overlaps differ from one, and separations reduced by reciprocal-lattice vectors were left out. Screening would lower it. An empirical-pseudopotential estimate of the overlaps, with all reciprocal-lattice terms, gives about $-1.0$ meV unscreened and about $-0.6$ meV with a model wavevector-dependent dielectric function.

At fixed density, the exchange energy per electron falls as $g^{-1/3}$ when $g$ identical valleys are equally filled, and exchange between valleys offsets a small part of this reduction in silicon. What remains is the effect of ellipsoidal valleys, a two-dimensional channel, finite temperature and correlation, and what these mean for using the law in a silicon contact.
